# The Lindhard string potential of an atomic row, part 2

An ion of atomic number $Z_1$, speed $v$ and energy $E$ moves at a small angle $\psi$ to a straight, static row of atoms $Z_2$ with spacing $d$. The question is when it responds to the row's average potential instead of to the separate atoms. The $z$ axis lies along the row, $r$ is the distance from the row, and $R$ is the distance between two nuclei. In the Gaussian form used here, $e^2=1.43996$ eV nm. Lindhard's standard potential for one atom is

$$
V(R)=Z_1Z_2e^2\left[\frac1R-\frac1{\sqrt{R^2+C^2a^2}}\right],\qquad C^2=3 ,
$$

with $a$ the screening length; $a_0$ is the Bohr radius. The sum over the row is $V_{\rm row}(r,z)$. Its mean over $z$ is the string potential,

$$
U(r)=\frac1d\int_{-\infty}^{\infty}V\!\left(\sqrt{r^2+z^2}\right)dz .
$$

With $U_0=Z_1Z_2e^2/d$, section 10 gives the potential and its force:

$$
U(r)=U_0\ln\left(1+\frac{C^2a^2}{r^2}\right),\qquad
-U'(r)=\frac{2U_0\,C^2a^2}{r(r^2+C^2a^2)} .
$$

The ripple is the part of $V_{\rm row}$ that varies along $z$. Its first harmonic has amplitude 1.77 times $U$ at $r=a$. The ripple was found using the modified Bessel function

$$
K_0(x)=\int_0^\infty e^{-x\cosh t}\,dt .
$$

For an ion heading straight for the axis at nearly constant axial speed, with primes on $r$ denoting $d/dz$,

$$
2E\,r''=-\frac{\partial V_{\rm row}}{\partial r}.
$$

If the force is replaced by its mean, the transverse energy is conserved:

$$
E_\perp=E\psi^2+U(r) .
$$

The example is boron ($Z_1=5$) beside a silicon ($Z_2=14$) $\langle110\rangle$ row: $d=0.38403$ nm, $a=0.01585$ nm, $U_0=262.5$ eV and $U(a)=363.9$ eV.

In the closing list of values, the "integral" is that of $V/(Z_1Z_2e^2)$ along $z$, and the "tail" is its part beyond $|z|=L$, estimated as $C^2a^2/(2L^2)$.

### 13. The turning distance and the angle scale

Let $\psi$ now be the angle far from an isolated row, where $U$ is negligible. The ion turns where its transverse velocity vanishes, so $U(r_{\min})=E\psi^2$. Divide by $U_0$ and take the exponential:

$$
1+\frac{C^2a^2}{r_{\min}^2}=e^{E\psi^2/U_0}.
$$

It is convenient to define Lindhard's angle

$$
\psi_1=\sqrt{\frac{2U_0}{E}}=\sqrt{\frac{2Z_1Z_2e^2}{Ed}} .
$$

Then $E/U_0=2/\psi_1^2$, and

$$
r_{\min}=\frac{Ca}{\sqrt{e^{2\psi^2/\psi_1^2}-1}} .
$$

At angles well below $\psi_1$ the ion stays outside the screening distance. At larger angles $r_{\min}$ shrinks rapidly, and the ion comes close to individual nuclei. The angle $\psi_1$ thus sets the scale for channelling in this regime, without marking a sharp edge.

For 1 MeV boron,

$$
\psi_1=\sqrt{\frac{2\times262.47}{10^6}}=0.0229\ {\rm rad}=1.31^\circ .
$$

For turning at $r_{\min}=a$, $E\psi^2=U_0\ln4$. This gives $\psi=\psi_1\sqrt{(\ln4)/2}=0.0191$ rad, or $1.09^\circ$. The choice $r_{\min}=a$ is a convenient reference distance, not a derived limit of channelling.

### 14. The condition on energy

The force of the row changes appreciably when $r$ changes by about $a$. In one spacing an ion at angle $\psi$ moves sideways by $\psi d$. For averaging to hold near $r=a$ one therefore wants $\psi_1d<a$. Squaring and inserting $\psi_1$,

$$
\frac{2Z_1Z_2e^2}{Ed}<\frac{a^2}{d^2}
\quad\Longrightarrow\quad
E>\frac{2Z_1Z_2e^2d}{a^2}.
$$

For this row the right side is 308 keV. It is an order of magnitude, not a threshold.

The kick from one atom makes the condition more concrete. If $r$ hardly changes during the passage, the change of slope is the force of that atom integrated over the line and divided by $2E$. By the definition of $U$, that integral is $-U'(r)d$, so

$$
\Delta\psi=-\frac{U'(r)\,d}{2E}.
$$

At $r=a$ the force $-U'$ is 24,834 eV/nm. At 1 MeV one atom gives $\Delta\psi=24834\times0.38403/(2\times10^6)=0.0048$ rad, a quarter of the incident angle 0.0191 rad. The turn is shared among several atoms.

Now lower the energy to 50 keV and keep the transverse energy at $U(a)$. The incident angle rises to $\sqrt{363.9/50000}=0.085$ rad, but the kick at $r=a$ rises twentyfold to 0.095 rad. One atom at that distance can more than cancel the incoming transverse velocity. The outcome must then depend on where along the row the ion arrives.

The averaging also fails at small $r$, whatever the energy. Differentiating $U'$ gives

$$
U''(r)=2U_0\left[\frac1{r^2}+\frac{C^2a^2-r^2}{(r^2+C^2a^2)^2}\right]\approx\frac{2U_0}{r^2}\quad(r\ll Ca).
$$

Two ions separated by a small $\delta r$ receive kicks that differ by $-U''d\,\delta r/(2E)$. Over the next spacing this alters their separation by the fraction $U''d^2/(2E)$, which must not be much larger than 1 if the kicks are to act like a continuous force. Near the row it reaches 1 at about $r=d\sqrt{U_0/E}=\psi_1d/\sqrt2$. At 1 MeV this is 0.006 nm, well inside $a$. It marks where deviations begin, not a breakdown: 1 MeV ions aimed to turn at $0.39a$ beside a static row turn between $0.37a$ and $0.42a$, and their $E_\perp$ changes by about 0.4% at most.

### 15. Ions followed past separate atoms

The estimates can be compared with the motion in the discrete row. Eight ions were started at $r=10a$, at eight evenly spaced positions within one period, with $E_\perp=U(a)$. At each step the force was the sum over the nine nearest atoms, and the averaged force was not used. The smooth string predicts $r_{\min}=a$ and no change of $E_\perp$.

At 1 MeV the ions turned between $0.995a$ and $1.007a$. After the encounter $E_\perp$ differed from its initial value by at most 0.02% among the eight. This small residue comes mainly from the ripple that remains at the starting and finishing distance $10a$, not from the turn itself: for ions started at $25a$ it falls below 0.001%.

At 50 keV, with the same initial $E_\perp$ and starting distance, they turned between $0.83a$ and $1.17a$. The largest change of $E_\perp$ was 38% of its initial value. The constant axial speed assumed in both runs is a rougher approximation here, because the potential energy beside an atom at $r=a$ is 6% of $E$. With 24 starting positions and the axial speed left free, the range becomes $0.83a$ to $1.20a$ and the largest change about 43%, so these figures give only the size of the effect.

For a static row, the averaged force thus describes the high-energy encounter well, even though the ripple at the turning point exceeds the mean. At 50 keV $E_\perp$ is no longer nearly conserved in a single reflection. This does not show that channelling ceases at that energy. It shows that the turning rule of section 13 no longer gives an accurate answer for each ion.

### 16. Thermal vibration

The atoms of a real row are displaced from their sites. A displacement along $z$ does not alter the integral of one atom over the whole line. A transverse displacement does. If each transverse component has a Gaussian distribution with root-mean-square value $u$, the mean potential is

$$
\langle U\rangle(\mathbf r)=\int\frac{d^2\rho}{2\pi u^2}\,e^{-\rho^2/(2u^2)}\,U(|\mathbf r-\boldsymbol\rho|).
$$

With a rough room-temperature value $u=0.0075$ nm, $\langle U\rangle$ at $r=a$ is 376 eV, about 3% above the static 364 eV. On the axis the static potential is infinite, while the thermal mean is 685 eV. It is finite because the logarithm is integrable over an area.

The value on the axis is not a barrier that an ion can safely be assumed to feel. Close to the row an ion meets a few atoms at unequal distances, and its kicks fluctuate about their mean. Such fluctuations can raise $E_\perp$ and are one cause of dechannelling. The averaged potential does not contain them.

They are already large at $r=a$. To first order, a displacement $u$ of one atom toward or away from the ion changes its kick by the fraction $U''u/|U'|=3u/(2a)$, which is about 0.7 here. So large a change is only roughly described to first order: the force formula of section 10 gives a kick 132% larger for a displacement $u$ toward the ion and 47% smaller for one away from it. The 3% shift of the mean is therefore no measure of what vibration does to a single ion, and the near-conservation of $E_\perp$ in section 15 was shown for a static row only. For ions that turn near $r=a$ beside a vibrating row it cannot be assumed, even at 1 MeV.

### 17. The choice of screening

Other screened potentials can be averaged in the same way. In the Molière potential the factor multiplying $Z_1Z_2e^2/R$ is $\sum_i\alpha_ie^{-\beta_iR/a}$, with $\alpha_i=0.35,\,0.55,\,0.10$ and $\beta_i=0.3,\,1.2,\,6.0$. Put $z=r\sinh t$, so that $R=r\cosh t$ and $dz/R=dt$. The definition of $K_0$ then gives

$$
U_{\rm M}(r)=2U_0\sum_i\alpha_iK_0\!\left(\frac{\beta_ir}{a}\right).
$$

With the same $a$, the standard and Molière strings compare as follows:

- $r=a$: 364 eV and 344 eV
- $r=5a$: 29.8 eV and 39.6 eV
- $r=10a$: 7.8 eV and 6.4 eV

Relative to Molière, the standard form is 6% higher at $a$, 25% lower at $5a$ and 22% higher at $10a$. Neither is an exact potential. The differences show how far the result depends on the screening model.

### 18. The other rows of the crystal

In a crystal the ion starts in a channel between rows, where the potential is not zero. One might add the standard string potentials of all rows. At a large distance $\rho$, however, the number of rows in a ring of width $d\rho$ is proportional to $\rho\,d\rho$, and each contributes as $1/\rho^2$. The sum grows as $\int d\rho/\rho$, a logarithm without limit. The summed standard potential thus has no finite value relative to infinity. Differences between two points of the channel do converge, because each distant row contributes to them at most as $1/\rho^3$; for the barrier defined below the standard sum gives 356 eV and 358 eV. The Molière string falls exponentially, so its sum is itself finite, and it is used here.

The centre of the $\langle110\rangle$ channel lies 0.204 nm from each of six nearest rows. The Molière sum there is 14.9 eV. From the centre to a point at distance $a$ from one row, on the side facing the centre, the potential energy rises by 341 eV for two of the six rows and by 344 eV for the other four. For the lower value the angle at the centre is $\sqrt{340.7/10^6}$ rad, or $1.06^\circ$, compared with $1.09^\circ$ for the isolated standard string. Most of the difference comes from the screening function: a single Molière row gives 344 eV at $r=a$, measured from infinity. Measuring from the channel centre instead, with all rows included, changes this barrier by at most about 1%.

### 19. Energy loss and dechannelling

The ion also loses energy to electrons. For speeds below $Z_1^{2/3}v_0$, where $v_0$ is the Bohr velocity, the Lindhard–Scharff estimate is

$$
S=8\pi e^2a_0N\,\frac{Z_1^{7/6}Z_2}{(Z_1^{2/3}+Z_2^{2/3})^{3/2}}\,\frac v{v_0},
$$

with $N$ the number of atoms per volume. It is taken here as an input and describes an average medium, not a particular path in a channel. For 1 MeV boron, $v/v_0=1.91$ and $S$ is about 650 eV/nm. Along the 20.2 nm path followed above, the loss is about 13 keV, or 1.3% of $E$. For boron in silicon this estimate is low: it implies a path length of about 2.6 µm at 1 MeV, against a tabulated projected range near 1.8 µm, so the loss in an average medium may be nearer 2%.

A drag directed against the velocity leaves the angle unchanged and lowers $E\psi^2$ in proportion to $E$. Over one encounter this effect is about one per cent, far larger than the change of a few hundredths of a per cent or less found beside a static discrete row. Scattering by electrons has the opposite tendency, since random changes of angle raise $E_\perp$ on average. Dechannelling occurs when $E_\perp$ becomes large enough for close collisions with the row. Its rate needs these random changes as well as $U$, and is not calculated here.

### 20. The model beside a real implant

Boron at about 1 MeV is taken here as a rough case for a deep retrograde well in silicon. Many well implants use a few hundred keV, near the energy scale of section 14, so the margin for averaging is smaller. Wafers for such devices commonly have a (001) surface, and a beam near the surface normal then lies close to a $\langle001\rangle$ axis, $45^\circ$ from the nearest $\langle110\rangle$ axes. Along $\langle001\rangle$ the spacing is the full lattice parameter, larger by $\sqrt2$. At fixed energy $\psi_1$ therefore falls by the factor $2^{-1/4}=0.84$, from $1.31^\circ$ to about $1.10^\circ$, and the energy scale of section 14 rises to about 436 keV. A tilt of roughly $7^\circ$, often used to reduce channelling, is several times this angle, but the row model says nothing about channelling between atomic planes. Real crystals also break the assumption of a static, isolated row. For the $\langle110\rangle$ example, vibration raises the mean potential at $r=a$ by about 3% but also makes the single kicks there fluctuate strongly, and the Molière crystal gives a barrier about 6% lower than the isolated standard row. Surface oxide and lattice damage scatter ions further; their effect depends on the wafer and is not estimated here. The potentials and the barrier behind the 3% and the 6% are in the numerical output below.

## Values computed for the example and the checks

```
Z1 = 5, Z2 = 14, C^2 = 3
e^2/(4 pi eps0) = 1.43996 eV nm
silicon lattice parameter = 0.54310 nm
row spacing d along <110> = 0.38403 nm
screening length a = 0.01585 nm
C a = 0.02746 nm
Z1 Z2 e^2/d = 262.47 eV
U(0.01 nm): formula 562.951 eV, quadrature 562.951 eV
U(0.02 nm): formula 278.104 eV, quadrature 278.104 eV
U(0.05 nm): formula 69.189 eV, quadrature 69.189 eV
U(0.10 nm): formula 19.081 eV, quadrature 19.081 eV
U(a): formula 363.864 eV, period mean 363.864 eV
largest relative error, formula vs quadrature = 2.2e-16
share of integral from |z| < d/2 at r = a: 99.27 %
tail beyond L = 3d at r = a: 2.839e-04; estimate 2.840e-04
transverse force at r = a: 24834 eV/nm
row potential at r = a, beside an atom: 3180.6 eV
row potential at r = a, midway: 11.02 eV
first harmonic / U at r = 1 a: 1.769
first harmonic / U at r = 10 a: 0.336
ion energy = 1000 keV
energy scale 2 Z1 Z2 e^2 d/a^2 = 308.0 keV
psi1 = 0.02291 rad = 1.313 deg
a/d = 0.04128
angle for turning at r = a: 0.01908 rad = 1.093 deg
trajectories start at r = 10 a; 8 starting phases
1000 keV: r_min/a from 0.9954 to 1.0069
1000 keV: largest transverse-energy change 0.02 %
1000 keV: path followed 20.16 nm
50 keV: r_min/a from 0.8283 to 1.1666
50 keV: largest transverse-energy change 37.89 %
50 keV: path followed 4.51 nm
rough thermal amplitude per direction = 0.0075 nm
thermally averaged U at r = a: 375.8 eV
thermally averaged U on the axis: 685.4 eV
r = 1 a: standard 363.86 eV, Moliere 344.19 eV
r = 5 a: standard 29.75 eV, Moliere 39.64 eV
r = 10 a: standard 7.76 eV, Moliere 6.38 eV
channel centre to each of 6 nearest rows = 0.2037 nm
Moliere crystal potential at channel centre = 14.91 eV
Moliere crystal barrier, centre to r = a: 340.7 eV
angle at channel centre for that barrier = 1.057 deg
ion speed / Bohr velocity = 1.914
electronic stopping estimate = 649 eV/nm
energy loss over the 1 MeV path = 13.09 keV (1.31 %)
```
